# Sheet resistance of a half-recrystallized film: the geometric mean

A film that is half recrystallized need not have a sheet resistance halfway between those of its two phases. If the pattern of the phases is statistically isotropic, and its statistics do not change when the phases are exchanged, a large film has

$$R^*=\sqrt{R_1R_2},$$

where $R_1$ and $R_2$ are the sheet resistances of the fully fine-grained and the fully recrystallized film. The arithmetic mean $(R_1+R_2)/2$, which a linear fall with transformed fraction would require, is larger whenever $R_1\neq R_2$. Half transformation alone does not ensure the geometric mean: both symmetry conditions matter.

## A counter-example: the checkerboard

Take a tin film 500 nm thick with rough resistivities of 18 µΩ cm (fine-grained) and 12 µΩ cm (recrystallized). Dividing by the thickness gives

$$R_1=\frac{18\times10^{-8}\ \Omega\,\mathrm m}{500\times10^{-9}\ \mathrm m}=0.36\ \Omega/\mathrm{sq},\qquad R_2=0.24\ \Omega/\mathrm{sq}.$$

Let the phases form a checkerboard of squares that run through the whole thickness. Exactly half the area is transformed, and the linear law predicts $0.30\ \Omega/\mathrm{sq}$.

**Equations.** Let $\mathbf E$ be the in-plane field and $\mathbf K$ the current per unit width. With local sheet conductance $G=1/R$, steady conduction obeys

$$\nabla\cdot\mathbf K=0,\qquad \partial_xE_y-\partial_yE_x=0,\qquad \mathbf K=G\mathbf E. \tag{1}$$

This assumes local, isotropic Ohmic conduction, no magnetic field and no extra resistance at phase walls. At a wall the normal part of $\mathbf K$ and the tangential part of $\mathbf E$ are continuous.

Angle brackets denote an area average over a period. The effective conductance tensor is defined by $\langle\mathbf K\rangle=G^*\langle\mathbf E\rangle$. One identity is needed repeatedly: for any periodic curl-free $\mathbf E$ and periodic divergence-free $\mathbf K$,

$$\langle\mathbf E\cdot\mathbf K\rangle=\langle\mathbf E\rangle\cdot\langle\mathbf K\rangle. \tag{2}$$

To see this, write $\mathbf E=\langle\mathbf E\rangle-\nabla u$ with $u$ periodic. Then $\langle\nabla u\cdot\mathbf K\rangle=\langle\nabla\cdot(u\mathbf K)\rangle=0$, because the flux of a periodic vector through opposite sides of the cell cancels.

Let $\mathbf E_a$ and $\mathbf E_b$ be the solutions with unit mean fields $\mathbf e_a$ and $\mathbf e_b$. By (2),

$$\mathbf e_a\cdot G^*\mathbf e_b=\langle\mathbf E_a\cdot\mathbf K_b\rangle=\langle G\,\mathbf E_a\cdot\mathbf E_b\rangle,$$

so $G^*$ is symmetric and positive. A quarter turn about the centre of a square leaves the checkerboard unchanged. It interchanges the two diagonal elements of $G^*$ and reverses the sign of the off-diagonal one. The diagonal elements are therefore equal and the off-diagonal element vanishes: $G^*$ is a number.

**The quarter turn of the fields.** Let $Q$ turn a vector by 90°, $Q(v_x,v_y)=(-v_y,v_x)$, without moving the point at which it is attached. The curl of $Q\mathbf K$ is

$$\partial_xK_x-\partial_y(-K_y)=\nabla\cdot\mathbf K=0,$$

and the divergence of $Q\mathbf E$ is

$$\partial_x(-E_y)+\partial_yE_x=-(\partial_xE_y-\partial_yE_x)=0.$$

The turned current can thus serve as a field, and the turned field as a current. The wall conditions are exchanged in the same way. To give both the right units, put $g=\sqrt{G_1G_2}$ and define

$$\mathbf E'=\frac1g\,Q\mathbf K,\qquad \mathbf K'=g\,Q\mathbf E. \tag{3}$$

Since $\mathbf E=\mathbf K/G$ and $Q\mathbf K=g\mathbf E'$,

$$\mathbf K'=\frac gG\,Q\mathbf K=\frac{g^2}{G}\,\mathbf E'=\frac{G_1G_2}{G}\,\mathbf E'. \tag{4}$$

Where $G=G_1$ the new conductance is $G_2$, and where $G=G_2$ it is $G_1$. The primed fields therefore solve the conduction problem in the same film with its phases exchanged.

**The result.** For the averages, $\langle\mathbf E\rangle=\langle\mathbf K\rangle/G^*$ and $Q\langle\mathbf K\rangle=g\langle\mathbf E'\rangle$, so

$$\langle\mathbf K'\rangle=gQ\langle\mathbf E\rangle=\frac{g}{G^*}Q\langle\mathbf K\rangle=\frac{g^2}{G^*}\langle\mathbf E'\rangle.$$

The exchanged film has conductance $g^2/G^*$. But an exchanged checkerboard is the original one shifted by one square, and a shift cannot alter its conductance. Hence $G^*=g^2/G^*$. Taking the positive root, $G^*=g$, and

$$R^*=\sqrt{0.36\times0.24}\ \Omega/\mathrm{sq}=0.2939\ \Omega/\mathrm{sq}.$$

The linear value is 2.06 % above this. A direct finite-element solution for the node potentials, which does not use the quarter turn, gives 0.29393 Ω/sq.

**What the current does.** A linear law would need a uniform current, with dissipation shared in the ratio $R_1:R_2$, or 60 to 40 here. The real current avoids the resistive squares enough to make the shares equal. To show this, change $G$ slightly at fixed mean field $\mathbf E_0$. The power per area is $G^*E_0^2=\langle G|\mathbf E|^2\rangle$, and its change is

$$E_0^2\,\delta G^*=\langle\delta G\,|\mathbf E|^2\rangle+2\langle\mathbf K\cdot\delta\mathbf E\rangle.$$

The last term vanishes by (2), because $\delta\mathbf E$ is curl-free with zero mean. Changing $G_1$ alone therefore shows that $\partial\ln G^*/\partial\ln G_1$ is the fraction of the power dissipated in phase 1. For $G^*=\sqrt{G_1G_2}$ this fraction is one half.

## The general statement and its proof

Consider now any two-phase pattern, still with uniform thickness and regions that extend through it. Isotropy is not assumed at first, so $G^*$ is a symmetric tensor. Equations (3) and (4) hold as before. From $\langle\mathbf E\rangle=(G^*)^{-1}\langle\mathbf K\rangle$ and $\langle\mathbf K\rangle=gQ^{-1}\langle\mathbf E'\rangle$,

$$\langle\mathbf K'\rangle=gQ(G^*)^{-1}\langle\mathbf K\rangle=g^2\,Q(G^*)^{-1}Q^{-1}\langle\mathbf E'\rangle.$$

Write the elements of $G^*$ as $a,b$ on the diagonal and $c$ off it. Its inverse has diagonal elements $b,a$ and off-diagonal element $-c$, all divided by $\det G^*=ab-c^2$. Turning by $Q$ interchanges the diagonal elements and reverses the off-diagonal sign, which restores $a,b,c$. Therefore

$$G^*_{\rm swap}=\frac{G_1G_2}{\det G^*}\,G^*. \tag{5}$$

This exchange relation needs no symmetry of the pattern. It was tested at a conductance ratio of 4 on a skew pattern made of a horizontal and a diagonal bar. The two sides, computed separately, differed by at most 0.044 % of the $xx$ element.

**Large symmetric films.** Suppose that a sufficiently large specimen has an effective conductance that no longer varies from specimen to specimen. If exchange leaves the statistics unchanged, $G^*_{\rm swap}=G^*$, and (5) gives $\det G^*=G_1G_2$. If the statistics are also isotropic, $G^*$ is a number with $\det G^*=(G^*)^2$. Thus

$$G^*=\sqrt{G_1G_2},\qquad R^*=\sqrt{R_1R_2}.$$

Exchange symmetry also makes the mean area fractions of the phases equal, so each is one half. The converse is false, as the coated islands below show.

**Finite specimens.** The determinant of a two-by-two tensor multiplied by $s$ is $s^2$ times the original. Equation (5) thus gives $\det G^*_{\rm swap}=g^4/\det G^*$, or

$$\tfrac12\ln\det G^*_{\rm swap}+\tfrac12\ln\det G^*=2\ln g.$$

Average this over an ensemble in which each pattern and its exchanged partner are equally likely. The two terms have the same average, so

$$\left\langle\tfrac12\ln\det G^*\right\rangle_{\rm ens}=\ln g. \tag{6}$$

This holds for periodic specimens of any size. All 512 ways of filling a periodic 3×3 cell with the two tin phases, equally weighted, give a geometric average of 0.29390 Ω/sq. The difference from 0.2939 Ω/sq lies within the mesh error allowed in the test, 0.3 %.

**Other fractions.** Suppose exchange turns the ensemble with transformed fraction $f$ into that with fraction $1-f$, as it does when squares are assigned at random. For large isotropic films, (5) becomes

$$R^*(f)\,R^*(1-f)=R_1R_2. \tag{7}$$

The linear law $R_{\rm lin}(f)=(1-f)R_1+fR_2$ cannot satisfy this at any intermediate fraction, because

$$\begin{aligned}
R_{\rm lin}(f)R_{\rm lin}(1-f)
&=f(1-f)(R_1^2+R_2^2)+[(1-f)^2+f^2]R_1R_2\\
&=R_1R_2+f(1-f)(R_1-R_2)^2.
\end{aligned}$$

The second line uses $(1-f)^2+f^2=1-2f(1-f)$. Sixteen random patterns of 10×10 squares at each fraction gave these geometric averages:

| $f$ | random patterns (Ω/sq) | linear law (Ω/sq) |
|---|---:|---:|
| 0.25 | 0.3254 | 0.3300 |
| 0.50 | 0.2939 | 0.3000 |
| 0.75 | 0.2654 | 0.2700 |

The product of the first and last random values is 0.0864 in units of (Ω/sq)², equal to $R_1R_2$ at this precision. The last digit in the table carries some mesh error: the converged value at $f=0.75$ is 0.2655 Ω/sq.

## When the linear law does hold

Let a current of mean $\mathbf k$ flow, and compare the true $\mathbf K$ with the uniform current $\mathbf k$. Their difference $\boldsymbol\delta=\mathbf k-\mathbf K$ is divergence-free and has zero mean. Since $R\mathbf K=\mathbf E$,

$$\langle R\rangle k^2=\langle R|\mathbf K+\boldsymbol\delta|^2\rangle
=\langle R|\mathbf K|^2\rangle+2\langle\mathbf E\cdot\boldsymbol\delta\rangle+\langle R|\boldsymbol\delta|^2\rangle.$$

The middle term vanishes by (2). The first term is $\langle\mathbf E\cdot\mathbf K\rangle=\mathbf k\cdot(G^*)^{-1}\mathbf k$, which is $R^*k^2$ if $R^*$ denotes the resistance for this current direction. Hence

$$R^*=\langle R\rangle-\frac{\langle R|\boldsymbol\delta|^2\rangle}{k^2}\le(1-f)R_1+fR_2.$$

The linear law is thus an upper bound within this two-dimensional model. Equality requires a uniform current. The field $R\mathbf k$ is then curl-free only if $R$ does not vary at right angles to $\mathbf k$, which means layers crossed in series.

Equal stripes show why isotropy had to be assumed. Across them the resistances add in series, giving 0.3000 Ω/sq. Along them the conductances add, giving $2/(G_1+G_2)=0.2880$ Ω/sq. The stripes are exchange-symmetric, and the product of the two values is indeed $R_1R_2$, but neither value is the geometric mean.

## Half transformed without exchange symmetry

Recrystallized islands in a connected fine-grained matrix are not equivalent to fine-grained islands in a recrystallized matrix. A solvable case has round cores of conductance $G_c$ and radius $a$, each in a shell of conductance $G_s$ and outer radius $b$. The core fraction is $f=a^2/b^2$.

Place one such disc in a medium of conductance $G_o$ and seek a potential that remains $r\cos\theta$ outside, apart from a constant factor. In the shell it is $(Ar+B/r)\cos\theta$, and in the core $Cr\cos\theta$. Continuity of potential and radial current at $r=a$ gives

$$A+\frac B{a^2}=C,\qquad G_s\left(A-\frac B{a^2}\right)=G_cC.$$

Eliminating $C$ yields $B/a^2=-\kappa A$ with $\kappa=(G_c-G_s)/(G_c+G_s)$, so $B/b^2=-f\kappa A$. At $r=b$ the conditions are

$$A+\frac B{b^2}=1,\qquad G_s\left(A-\frac B{b^2}\right)=G_o.$$

Dividing the second by the first,

$$G_o=G_s\frac{1+f\kappa}{1-f\kappa}. \tag{8}$$

With this $G_o$ the disc leaves the outside field undisturbed. The potential and current on its rim also fix its mean field and mean current to be those of the medium it replaced. The medium can therefore be filled with such discs, of ever smaller size in the gaps, without changing its conductance, and $G^*=G_o$.

At $f=1/2$, inserting $\kappa$ and writing the result in resistances gives

$$R^*=R_s\frac{R_s+3R_c}{3R_s+R_c}.$$

Recrystallized cores in fine-grained shells have $R^*=0.36\times1.08/1.32=0.29455$ Ω/sq. The reverse arrangement has $0.24\times1.32/1.08=0.29333$ Ω/sq. They lie on either side of the geometric mean, about 0.2 % from it.

The closeness follows from an expansion in $\kappa$. Equation (8) gives $\ln(G^*/G_s)=2\,\mathrm{artanh}(\kappa/2)=\kappa+\kappa^3/12+\dots$, while $\ln(g/G_s)=\mathrm{artanh}\,\kappa=\kappa+\kappa^3/3+\dots$. Thus $\ln(R^*/\sqrt{R_1R_2})\approx\kappa^3/4$, or 0.002 for $\kappa=0.2$. The linear law is wrong already at second order:

$$\frac{R_1+R_2}{2\sqrt{R_1R_2}}=\cosh\left(\tfrac12\ln\frac{R_1}{R_2}\right)\approx1+\frac{\kappa^2}{2},$$

because $|\ln(R_1/R_2)|=2\,\mathrm{artanh}|\kappa|\approx2|\kappa|$. This gives the departure of about 2 %.

At larger contrast, symmetry matters more. For $R_1=4$ and $R_2=1$ in units of $R_2$, the geometric mean is 2 and the linear mean 2.5. Low-resistance cores give 2.154 and high-resistance cores 1.857. The checkerboard solution gives 1.9871, 1.9943 and 1.9975 with 16, 32 and 64 pixels along each square, approaching 2 as the mesh is refined.

## Reading a transformed fraction from resistance

If the geometric mean is read on a linear scale between the end values, the apparent transformed fraction is

$$f_{\rm app}=\frac{R_1-\sqrt{R_1R_2}}{R_1-R_2}
=\frac{\sqrt{R_1}(\sqrt{R_1}-\sqrt{R_2})}{(\sqrt{R_1}-\sqrt{R_2})(\sqrt{R_1}+\sqrt{R_2})}
=\frac{\sqrt{R_1}}{\sqrt{R_1}+\sqrt{R_2}}.$$

For the tin film it is 0.55 instead of 0.50, and for a resistance ratio of 4 it is 0.67. It tends to one half when the phases become alike and to one when $R_1/R_2$ grows without limit. Under the stated symmetries, half transformation lies midway between the end values of $\ln R$, not of $R$.

## The model beside a real tin film

The value of 12 µΩ cm is roughly that of ordinary white tin near room temperature; 18 µΩ cm represents an unusually fine-grained, cold-deposited film. A free-electron estimate gives a mean free path of 3.8 nm and, for walls that reflect half the electrons, a wall resistance of about $6\times10^{-16}\ \Omega\,\mathrm m^2$. The extra 6 µΩ cm then implies grains of only about 10 nm. The free-electron model is crude for tin: the product of resistivity and mean free path may be about twice as large, which would double the path, the wall resistance, this grain size and the phase-wall effect listed below. Such grains may coarsen near 300 K, so the end values must belong to the same states as the phases in the mixed film. For regions of 10 µm, the computed departures from the ideal result are:

- **Grain anisotropy:** up to 0.26 % in the sampled patterns, if each recrystallized region is one grain with its $c$ axis in the plane and a rough resistivity ratio of 1.4.
- **Missing exchange symmetry:** 0.2 % for the coated islands.
- **Walls inclined at 45°:** roughly 0.1 % for the checkerboard. Averaging the conductance through the thickness at each point gives 0.14 % on a converged mesh (0.15 % with only two pixels across the ramp). This is an overestimate because it ignores the variation of the field with depth; a three-dimensional solution gives 0.08 to 0.09 %.
- **Phase-wall resistance:** about 0.02 % for randomly assigned squares, where a straight path meets on average one phase wall per 20 µm.
- **Specimen size:** a scatter of about 0.2 % (standard deviation over mean) for periodic patterns 100 µm wide with exactly half the area transformed. If each square is assigned independently, the transformed area varies too, and the scatter rises to about 2 %.

With the transformed area fixed at one half, these are much smaller than the 2 % departure from linearity, but temperature can hide it. With a rough coefficient of 0.0045 per K, the recrystallized film changes by about 0.001 Ω/sq per K. If both phases gain the same added resistivity, a half-transformed film measured about 5.5 K warmer than its end states would appear to obey the linear law.

Geometry through the thickness can matter as much as the departure itself. If recrystallization advances as a flat layer through the thickness, the phases conduct in parallel and the half-transformed film has 0.2880 Ω/sq, 2 % below the geometric mean. Cracks and changes of thickness are outside the model. For this film the geometric mean can serve as a calibration point at half transformation if micrographs of the measured area support half transformation, through-thickness regions and an isotropic pattern. The end values must also come from the same phase states, at the same thickness and temperature. Exchange symmetry is then a minor concern, because the two coated-disc values are the Hashin–Shtrikman bounds for any isotropic half-transformed pattern. At larger contrast these bounds move apart, and near exchange symmetry is needed as well. The remaining computed values are in the numerical output.

## Values computed for the example and the checks

```
TIN FILM (rough input values)
resistivity, fine-grained: 18.0 micro-ohm cm
resistivity, recrystallized: 12.0 micro-ohm cm
thickness: 500 nm; region size: 10 um
R1: 0.3600 ohm/sq
R2: 0.2400 ohm/sq
geometric mean: 0.2939 ohm/sq
linear (arithmetic) mean: 0.3000 ohm/sq
parallel (harmonic) mean: 0.2880 ohm/sq
linear mean too high by: 2.06 %
apparent fraction at one half: 0.5505
COMPUTED PATTERNS, TIN VALUES
checkerboard: 0.29393 ohm/sq
apparent fraction, checkerboard: 0.5506
stripes, across: 0.3000 ohm/sq
stripes, along: 0.2880 ohm/sq
number of 3x3 patterns: 512
their geometric average: 0.29390 ohm/sq
random patterns per fraction: 16, 10x10 regions
fraction 0.25: random 0.3254, linear 0.3300 ohm/sq
fraction 0.50: random 0.2939, linear 0.3000 ohm/sq
fraction 0.75: random 0.2654, linear 0.2700 ohm/sq
coated recrystallized islands: 0.29455 ohm/sq
coated fine-grained remnants: 0.29333 ohm/sq
MODEL FILM, R1 = 4, R2 = 1 (units of R2)
geometric mean: 2.000; linear mean: 2.500
apparent fraction at one half: 0.6667
checkerboard, 16 pixels per square: 1.9871
checkerboard, 32 pixels per square: 1.9943
checkerboard, 64 pixels per square: 1.9975
coated low-resistance islands: 2.1538
coated high-resistance islands: 1.8571
exchange relation, largest error: 0.044 %
NEGLECTED EFFECTS, TIN FILM
grain resistivity ratio c/a (rough): 1.4
grain anisotropy, largest shift: 0.256 %
walls inclined at 45 degrees: 0.153 %
no exchange symmetry (islands): 0.206 %
scatter, 100 um specimen: 0.18 %
electron mean free path: 3.8 nm
path / region size: 3.8e-04
wall reflection (rough): 0.5
wall resistance x area: 6.1e-16 ohm m^2
fine grain size implied: 10 nm
phase-wall resistance adds: 0.021 %
temperature coefficient (rough): 0.0045 per K
drift that imitates the departure: 5.6 K
```
